**Modal Green-Kubo matrix for an anharmonic ring**

The program builds K[n,m] = (1/(V k_B T²)) ∫⟨j_n(t) j_m(0)⟩dt, where V is the volume, T the temperature and j_n the part of volume times heat flux carried by the velocity of mode n. It asserts that the sum of all elements equals the conductivity obtained from the direct atomic flux. It also asserts the general many-body flux formula on a small cluster, canonical sampling against a transfer-matrix quadrature, and the symmetry and positivity of the pair matrix within statistical error. Row sums are compared with separately driven trajectories, within tolerances that allow for noise, heating and the finite window. For the 16-atom model ring at 300 K the output gives 0.308 ± 0.007 W/(m K), and the driven runs give 0.308 ± 0.004 W/(m K). The diagonal holds 49.8 % of the total and the correlations between degenerate partners another 49.8 %. Elements between different wave numbers range from about −11 to +12 mW/(m K) but nearly cancel in the sum. The parameters are a rough, strongly anharmonic model and do not predict the conductivity of barium.

## Numerical verification

```python
"""
Result under test: the Green-Kubo conductivity equals the sum of ALL elements of
    K[n,m] = 1/(V kB T^2) * integral_0^inf <j_n(t) j_m(0)> dt,
where j_n is the part of (volume * heat flux) carried by the velocity of mode n.
Example: ring of atoms, displacement u, velocity v, nearest-neighbour spring,
on-site cage pin*u^2/2 + quartic*u^4/4, flux referred to the lattice sites.
Reduced units: energy kB*T, spring constant 1, mass 1, lattice spacing 1 in the
flux; displacement unit u0 = sqrt(kB*T/spring), time unit sqrt(mass/spring).
"""
import numpy as np
from scipy import constants as const

rng = np.random.default_rng(20240)

# ---------- model parameters (rough regime of a heavy soft bcc metal) ----------
temperature = 300.0          # K
mass_u = 137.3               # atomic mass units
cell_nm = 0.50               # rough cubic cell edge
spring_ev = 50.0             # eV/nm^2
pin_ev = 20.0                # eV/nm^2
quartic_ev = 2.0e5           # eV/nm^4
resistivity = 35e-8          # ohm m, rough
debye_K = 110.0              # K, rough

kT = const.k * temperature
kT_ev = kT / const.e
spacing_nm = np.sqrt(3) / 2 * cell_nm
area_nm2 = cell_nm**3 / 2 / spacing_nm
u0_nm = np.sqrt(kT_ev / spring_ev)
omega0 = np.sqrt(spring_ev * const.e * 1e18 / (mass_u * const.atomic_mass))
pin = pin_ev / spring_ev
lam = quartic_ev * u0_nm**2 / spring_ev
kappa_unit = const.k * omega0 * spacing_nm * 1e-9 / (area_nm2 * 1e-18)

# ---------- general many-body flux and its projection, tested on a cluster ----------
def cluster_energies(r):
    d = np.linalg.norm(r[:, None] - r[None], axis=2)
    off = 1 - np.eye(len(r))
    return 0.5 * (off * np.exp(-2 * d)).sum(1) - np.sqrt((off * np.exp(-d)).sum(1))

def test_general_flux():
    count = 5
    r = 2 * rng.normal(size=(count, 3))
    v = rng.normal(size=(count, 3))
    m = rng.uniform(1, 3, count)
    grad = np.zeros((count, count, 3))      # grad[j,i] = dU_j/dr_i
    for i in range(count):
        for b in range(3):
            shift = np.zeros_like(r)
            shift[i, b] = 1e-5
            grad[:, i, b] = (cluster_energies(r + shift)
                             - cluster_energies(r - shift)) / 2e-5
    acc = -grad.sum(0) / m[:, None]

    def energy_moment(t):
        rt = r + t * v + 0.5 * t * t * acc
        vt = v + t * acc
        e = 0.5 * m * (vt**2).sum(1) + cluster_energies(rt)
        return (rt * e[:, None]).sum(0)

    definition = (energy_moment(1e-4) - energy_moment(-1e-4)) / 2e-4
    energy = 0.5 * m * (v**2).sum(1) + cluster_energies(r)
    sep = r[None] - r[:, None]              # sep[i,j] = r_j - r_i
    tensor = np.einsum('ija,jib->iab', sep, grad)
    tensor += energy[:, None, None] * np.eye(3)
    basis = np.linalg.qr(rng.normal(size=(3 * count, 3 * count)))[0]
    root_m = np.repeat(np.sqrt(m), 3)
    mode_velocity = basis.T @ (root_m * v.ravel())
    mode_pattern = (basis / root_m[:, None]).reshape(count, 3, -1)
    modal = np.einsum('iab,ibn->an', tensor, mode_pattern) * mode_velocity
    error = np.max(np.abs(modal.sum(1) - definition))
    assert error < 1e-6 * (1 + np.max(np.abs(definition)))
    return error

cluster_error = test_general_flux()

# ---------- ring model ----------
def ring(n):
    right = np.roll(np.eye(n), 1, axis=1)
    stiffness = (pin + 2) * np.eye(n) - right - right.T
    flux_matrix = -0.5 * (right - right.T)
    site = np.arange(n)
    cols = [np.ones(n) / np.sqrt(n)]
    for p in range(1, n // 2):
        phase = 2 * np.pi * p * site / n
        cols += [np.sqrt(2 / n) * np.cos(phase), np.sqrt(2 / n) * np.sin(phase)]
    cols.append((-1.0)**site / np.sqrt(n))
    return stiffness, flux_matrix, np.array(cols).T

def direct_flux(u, v):
    return -0.5 * np.sum(v * (np.roll(u, -1, 0) - np.roll(u, 1, 0)), axis=0)

def site_energy(u, v):
    bond = 0.5 * (np.roll(u, -1, 0) - u)**2
    return (0.5 * v * v + 0.5 * pin * u * u + 0.25 * lam * u**4
            + 0.5 * (bond + np.roll(bond, 1, 0)))

n = 16
stiffness, flux_matrix, modes = ring(n)
diagonalised = modes.T @ stiffness @ modes
assert np.allclose(modes.T @ modes, np.eye(n), atol=1e-12)
assert np.allclose(diagonalised, np.diag(np.diag(diagonalised)), atol=1e-12)

# harmonic travelling wave: flux = group velocity * energy
def dispersion(q):
    return np.sqrt(pin + 2 - 2 * np.cos(q))

q_wave = 2 * np.pi * 2 / n
assert abs(dispersion(q_wave)**2 - diagonalised[3, 3]) < 1e-12
wave_u = np.cos(q_wave * np.arange(n))
wave_v = dispersion(q_wave) * np.sin(q_wave * np.arange(n))
wave_energy = 0.5 * wave_v @ wave_v + 0.5 * wave_u @ stiffness @ wave_u
group_velocity = (dispersion(q_wave + 1e-5) - dispersion(q_wave - 1e-5)) / 2e-5
assert abs(direct_flux(wave_u, wave_v) - group_velocity * wave_energy) < 1e-7

# ---------- dynamics ----------
dt = 0.08
stride = 2
h = dt * stride
samples = 1876
window = 375
origins = samples - window
moment_stride = 25
snapshot_stride = 469
tau = window * h

def verlet(u, v, f, matrix, steps):
    for _ in range(steps):
        v += 0.5 * dt * f
        u += dt * v
        f = -(matrix @ u) - lam * (u * u * u)
        v += 0.5 * dt * f
    return f

def canonical_states(matrix, size, chains):
    u = np.zeros((size, chains))
    v = rng.normal(size=(size, chains))
    f = np.zeros_like(u)
    keep = np.exp(-dt)
    kick = np.sqrt(1 - keep**2)
    for _ in range(600):
        v += 0.5 * dt * f
        u += 0.5 * dt * v
        v = keep * v + kick * rng.normal(size=v.shape)
        u += 0.5 * dt * v
        f = -(matrix @ u) - lam * (u * u * u)
        v += 0.5 * dt * f
    return u, v, f

def equilibrium_run(size, chains, with_modes):
    matrix, current, basis = ring(size)
    u, v, f = canonical_states(matrix, size, chains)
    start_energy = site_energy(u, v).sum(0)
    to_modes, to_force = basis.T.copy(), basis.T @ current
    modal = np.empty((samples, size, chains)) if with_modes else None
    total = np.empty((samples, chains))
    moments, squares, snapshots = [], [], []
    for s in range(samples):
        total[s] = direct_flux(u, v)
        if with_modes:
            modal[s] = (to_modes @ v) * (to_force @ u)
            if s % moment_stride == 0:
                moments.append((u * site_energy(u, v)).sum(0))
                squares.append((u * u).mean(0))
            if s % snapshot_stride == 0:
                snapshots.append((u.copy(), v.copy()))
        f = verlet(u, v, f, matrix, stride)
    drift = np.mean(np.abs(site_energy(u, v).sum(0) - start_energy)) / size
    assert drift < 0.01
    return total, modal, np.array(moments), np.array(squares), snapshots

def window_integral(x, w):
    running = np.cumsum(x, axis=0)
    running *= h
    running -= 0.5 * h * x
    return running[w:w + origins] - running[:origins]

drive = 0.03
def driven_response(snapshots, chains):
    """Odd part of the modal flux under a force drive*S_i, per unit drive."""
    u_start = np.concatenate([s[0] for s in snapshots], axis=1)
    v_start = np.concatenate([s[1] for s in snapshots], axis=1)
    to_modes, to_force = modes.T.copy(), modes.T @ flux_matrix
    answer, heat = 0.0, []
    for sign in (1, -1):
        u, v = u_start.copy(), v_start.copy()
        matrix = stiffness - sign * drive * flux_matrix
        f = -(matrix @ u) - lam * u**3
        f = verlet(u, v, f, matrix, 450)
        mean_flux = np.zeros_like(u)
        for _ in range(60):
            f = verlet(u, v, f, matrix, 5)
            mean_flux += (to_modes @ v) * (to_force @ u) / 60
        heat.append(np.mean(v * v))
        answer = answer + sign * mean_flux / (2 * drive * n)
    return answer.reshape(n, len(snapshots), chains).mean(1), np.mean(heat)

runs, chains, groups = 8, 240, 4
per_group = chains // groups
lags = [94, 188, 281, window]
K_groups, response_groups, running_kappa = [], [], []
square_chains, heats, helfand, helfand_moved = [], [], [], []
for _ in range(runs):
    total, modal, moments, squares, snapshots = equilibrium_run(n, chains, True)
    integral = window_integral(modal, window)
    for g in range(groups):
        part = slice(g * per_group, (g + 1) * per_group)
        K_groups.append(np.tensordot(integral[:, :, part], modal[:origins, :, part],
                                     axes=([0, 2], [0, 2])) / (origins * per_group * n))
    del integral, modal
    running_kappa.append([(window_integral(total, w) * total[:origins]).mean(0) / n
                          for w in lags])
    carried = window_integral(total, window)[::moment_stride]
    skip = window // moment_stride
    moved = carried + u0_nm / spacing_nm * (moments[skip:] - moments[:-skip])
    helfand.append(np.mean(carried**2) / (2 * n * tau))
    helfand_moved.append(np.mean(moved**2) / (2 * n * tau))
    square_chains.append(squares.mean(0))
    response, heat = driven_response(snapshots, chains)
    heats.append(heat)
    response_groups += list(response.reshape(n, groups, per_group).mean(2).T)

def mean_se(x):
    x = np.asarray(x)
    return x.mean(0), x.std(0, ddof=1) / np.sqrt(len(x))

K_groups = np.array(K_groups)
response_groups = np.array(response_groups)
running_kappa = np.concatenate(running_kappa, axis=1)      # lag, chain
K = K_groups.mean(0)

# canonical sampling against transfer-matrix quadrature
x = np.linspace(-4, 4, 161)
cage = 0.5 * pin * x**2 + 0.25 * lam * x**4
transfer = np.exp(-0.5 * (cage[:, None] + cage[None]) - 0.5 * (x[:, None] - x[None])**2)
transfer *= x[1] - x[0]
power = np.linalg.matrix_power(transfer, n)
u2_quadrature = np.sum(np.diag(power) * x**2) / np.trace(power)
u2, u2_se = mean_se(np.concatenate(square_chains))
assert abs(u2 - u2_quadrature) < 5 * u2_se + 0.01 * u2_quadrature

# matrix sum against the flux computed directly from atoms
kappa, kappa_se = mean_se(running_kappa[-1])
assert abs(K.sum() - kappa) < 1e-9 * abs(kappa)

# plateau of the running integral
step, step_se = mean_se(running_kappa[-1] - running_kappa[-2])
assert abs(step) < 0.05 * kappa + 5 * step_se

# wave numbers 0 and pi carry nothing; partners have equal rows
assert np.max(np.abs(K[[0, -1]])) < 1e-12
partner_gap = np.max(np.abs(K[1:-1:2] - K[2:-1:2])) / np.max(np.abs(K))
assert partner_gap < 0.02

# pair-resolved matrix: symmetry and positivity
pairs = n // 2 - 1
B_groups = K_groups[:, 1:-1, 1:-1].reshape(-1, pairs, 2, pairs, 2).sum((2, 4))
B, B_se = mean_se(B_groups)
upper = np.triu_indices(pairs, 1)
asym, asym_se = mean_se((B_groups - B_groups.transpose(0, 2, 1))[:, upper[0], upper[1]])
asym_z = np.max(np.abs(asym / asym_se))
assert asym_z < 5
lowest = np.linalg.eigvalsh(0.5 * (B + B.T))[0]
assert lowest > -5 * B_se.max()

# row sums against the independently driven dynamics
row, row_se = mean_se(B_groups.sum(2))
pushed, pushed_se = mean_se(response_groups[:, 1:-1].reshape(-1, pairs, 2).sum(2))
assert np.all(np.abs(row - pushed) < 5 * np.hypot(row_se, pushed_se) + 0.05 * np.abs(row))
push_total, push_total_se = mean_se(response_groups.sum(1))
# 3 percent allows for second-order heating by the drive and the finite window
assert abs(push_total - kappa) < 5 * np.hypot(push_total_se, kappa_se) + 0.03 * kappa

# moving the energies from lattice sites to the atoms
gauge_change = np.mean(helfand_moved) / np.mean(helfand) - 1
assert abs(gauge_change) < 0.01

# split of the conductivity
trace_groups = np.trace(K_groups, axis1=1, axis2=2)
self_groups = np.trace(B_groups, axis1=1, axis2=2)
diagonal = mean_se(trace_groups)
partner = mean_se(self_groups - trace_groups)
between = mean_se(K_groups.sum((1, 2)) - self_groups)

# larger ring, total flux only
big_total = equilibrium_run(32, 960, False)[0]
big = mean_se((window_integral(big_total, window) * big_total[:origins]).mean(0) / 32)

# size of neglected effects
lorenz = np.pi**2 / 3 * (const.k / const.e)**2
kappa_electron = lorenz * temperature / resistivity
gap = omega0 * np.sqrt(pin + 3 * lam * u2)
top = omega0 * np.sqrt(pin + 4 + 3 * lam * u2)
ratio = const.hbar * top / kT
quantum_capacity = ratio**2 * np.exp(ratio) / np.expm1(ratio)**2
debye_omega = const.k * debye_K / const.hbar
ps = 1e12 / omega0
c = kappa_unit

print(f"temperature {temperature:.0f} K, kT {kT_ev:.5f} eV, mass {mass_u} u")
print(f"rough cell edge {cell_nm:.2f} nm, spacing {spacing_nm:.4f} nm")
print(f"area per row {area_nm2:.4f} nm^2")
print(f"spring {spring_ev:.0f}, pin {pin_ev:.0f} eV/nm^2; quartic {quartic_ev:.1e} eV/nm^4")
print(f"displacement unit {u0_nm:.5f} nm, time unit {ps:.4f} ps")
print(f"reduced pin {pin:.3f}, reduced quartic {lam:.4f}")
print(f"conductivity unit {c:.4f} W/(m K)")
print(f"time step {dt*ps*1000:.2f} fs, sampling {h*ps*1000:.2f} fs")
print(f"run {(samples-1)*h*ps:.2f} ps, window {tau*ps:.3f} ps")
print(f"replicas {runs*chains}, error groups {len(K_groups)}, atoms {n}")
print(f"cluster flux error {cluster_error:.1e} (reduced)")
print(f"rms displacement: run {np.sqrt(u2)*u0_nm:.5f} nm")
print(f"rms displacement: quadrature {np.sqrt(u2_quadrature)*u0_nm:.5f} nm")
for i, w in enumerate(lags):
    value, error = mean_se(running_kappa[i])
    print(f"kappa to {w*h*ps:.2f} ps: {value*c:.4f} +- {error*c:.4f} W/(m K)")
print(f"sum of matrix {K.sum()*c:.4f} W/(m K)")
print(f"sum minus direct, relative {abs(K.sum()/kappa-1):.1e}")
for label, item in (("diagonal", diagonal), ("degenerate partners", partner),
                    ("between pairs", between)):
    print(f"{label}: {item[0]*c:.4f} +- {item[1]*c:.4f} W/(m K), "
          f"{100*item[0]/kappa:.1f} %")
print("pair p (q=2 pi p/16): own block, row sum, driven row; mW/(m K)")
for p in range(pairs):
    print(f"p={p+1}: {B[p,p]*c*1e3:.2f}+-{B_se[p,p]*c*1e3:.2f}, "
          f"{row[p]*c*1e3:.2f}+-{row_se[p]*c*1e3:.2f}, "
          f"{pushed[p]*c*1e3:.2f}+-{pushed_se[p]*c*1e3:.2f}")
print("pair-1 block elements cc, cs, sc, ss; mW/(m K):")
print("  " + ", ".join(f"{z*c*1e3:.3f}" for z in K[1:3, 1:3].ravel()))
off = 0.5 * (B + B.T)[upper]
for label, i in (("largest", np.argmax(off)), ("smallest", np.argmin(off))):
    a, b = upper[0][i], upper[1][i]
    err = mean_se(0.5 * (B_groups[:, a, b] + B_groups[:, b, a]))[1]
    print(f"{label} inter-pair element ({a+1},{b+1}): "
          f"{off[i]*c*1e3:.3f} +- {err*c*1e3:.3f} mW/(m K)")
print(f"partner row mismatch {100*partner_gap:.3f} % of largest element")
print(f"largest asymmetry {asym_z:.2f} standard errors")
print(f"lowest pair-matrix eigenvalue {lowest*c*1e3:.3f} mW/(m K)")
print(f"driven total {push_total*c:.4f} +- {push_total_se*c:.4f} W/(m K)")
print(f"drive {drive/spacing_nm:.4f} 1/nm, final driven T {np.mean(heats)*temperature:.1f} K")
print(f"change if energies sit on atoms {100*gauge_change:.4f} %")
print(f"32-atom ring {big[0]*c:.4f} +- {big[1]*c:.4f} W/(m K)")
print(f"rough resistivity {resistivity*1e8:.0f} uohm cm: "
      f"electron part {kappa_electron:.1f} W/(m K)")
print(f"mean-field band {gap/(2e12*np.pi):.2f} to {top/(2e12*np.pi):.2f} THz")
print(f"quantum/classical heat capacity at top {quantum_capacity:.4f}")
print(f"rough Debye temperature {debye_K:.0f} K: modes below gap "
      f"{100*(gap/debye_omega)**3:.0f} %")
print(f"their heat share if lifetime ~ 1/frequency^2: {100*gap/debye_omega:.0f} %")
print("OK")
```

Printed output:

```
temperature 300 K, kT 0.02585 eV, mass 137.3 u
rough cell edge 0.50 nm, spacing 0.4330 nm
area per row 0.1443 nm^2
spring 50, pin 20 eV/nm^2; quartic 2.0e+05 eV/nm^4
displacement unit 0.02274 nm, time unit 0.1687 ps
reduced pin 0.400, reduced quartic 2.0682
conductivity unit 0.2455 W/(m K)
time step 13.50 fs, sampling 26.99 fs
run 50.61 ps, window 10.122 ps
replicas 1920, error groups 32, atoms 16
cluster flux error 4.0e-09 (reduced)
rms displacement: run 0.01235 nm
rms displacement: quadrature 0.01238 nm
kappa to 2.54 ps: 0.2422 +- 0.0033 W/(m K)
kappa to 5.07 ps: 0.2888 +- 0.0049 W/(m K)
kappa to 7.58 ps: 0.3016 +- 0.0061 W/(m K)
kappa to 10.12 ps: 0.3075 +- 0.0071 W/(m K)
sum of matrix 0.3075 W/(m K)
sum minus direct, relative 4.4e-16
diagonal: 0.1532 +- 0.0025 W/(m K), 49.8 %
degenerate partners: 0.1532 +- 0.0025 W/(m K), 49.8 %
between pairs: 0.0011 +- 0.0054 W/(m K), 0.4 %
pair p (q=2 pi p/16): own block, row sum, driven row; mW/(m K)
p=1: 22.00+-1.04, 23.63+-1.51, 21.79+-1.10
p=2: 63.42+-2.51, 63.02+-3.13, 62.15+-1.83
p=3: 73.17+-1.81, 81.26+-3.19, 81.43+-2.15
p=4: 66.91+-1.90, 68.11+-2.90, 70.79+-1.77
p=5: 49.34+-1.23, 42.42+-1.97, 44.39+-1.86
p=6: 25.91+-0.73, 22.01+-1.51, 21.23+-1.15
p=7: 5.69+-0.14, 7.10+-0.89, 6.06+-0.60
pair-1 block elements cc, cs, sc, ss; mW/(m K):
  5.500, 5.500, 5.501, 5.498
largest inter-pair element (1,2): 12.128 +- 0.528 mW/(m K)
smallest inter-pair element (2,5): -10.746 +- 0.781 mW/(m K)
partner row mismatch 0.059 % of largest element
largest asymmetry 1.73 standard errors
lowest pair-matrix eigenvalue 5.446 mW/(m K)
driven total 0.3078 +- 0.0044 W/(m K)
drive 0.0693 1/nm, final driven T 316.9 K
change if energies sit on atoms 0.0022 %
32-atom ring 0.3002 +- 0.0099 W/(m K)
rough resistivity 35 uohm cm: electron part 20.9 W/(m K)
mean-field band 1.41 to 2.35 THz
quantum/classical heat capacity at top 0.9883
rough Debye temperature 110 K: modes below gap 23 %
their heat share if lifetime ~ 1/frequency^2: 61 %
OK
```
